# What sets the corner frequency of random telegraph noise: a numerical check

```python
"""Corner frequency of two-level random telegraph noise.

Result under test: for a trap with constant capture rate 1/tau_c and constant
emission rate 1/tau_e, the one-sided current spectrum is a Lorentzian whose
half-power (corner) frequency is (1/tau_c + 1/tau_e) / (2 pi).

tau_c : mean time in the empty state before capture (s)
tau_e : mean time in the filled state before emission (s)
delta_i : current difference between the two levels (A)
Spectra are computed for a unit step and scaled by delta_i**2 when printed.
"""
import numpy as np
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.optimize import brentq, curve_fit

rng = np.random.default_rng(20)
TWO_PI = 2 * np.pi


def corner_formula(tau_c, tau_e):
    return (1 / tau_c + 1 / tau_e) / TWO_PI


def spectrum_formula(f, tau_c, tau_e):
    total_rate = 1 / tau_c + 1 / tau_e
    p = tau_e / (tau_c + tau_e)
    return 4 * p * (1 - p) * total_rate / (total_rate**2 + (TWO_PI * f)**2)


# Rate-equation road: propagate probabilities, then integrate numerically.
def covariance_from_rates(generator, filled, dt=2e-6, points=20001):
    """Autocovariance of the filled indicator; generator rows sum to zero."""
    stationary = expm(generator * 10.0)[0]
    mean = stationary[filled].sum()
    step = expm(generator * dt)
    joint = np.where(filled, stationary, 0.0)
    covariance = np.empty(points)
    for n in range(points):
        covariance[n] = joint[filled].sum() - mean**2
        joint = joint @ step
    return np.arange(points) * dt, covariance


def spectrum_numeric(f, times, covariance):
    return 4 * simpson(covariance * np.cos(TWO_PI * f * times), x=times)


def half_power_frequency(times, covariance):
    half = spectrum_numeric(0.0, times, covariance) / 2
    return brentq(lambda f: spectrum_numeric(f, times, covariance) - half,
                  1.0, 2000.0)


def two_state_generator(tau_c, tau_e):
    return np.array([[-1 / tau_c, 1 / tau_c], [1 / tau_e, -1 / tau_e]])


# Random-record road: draw dwell times, Fourier transform the exact steps.
def simulate_record(tau_c, tau_e, seconds):
    cycles = int(1.1 * seconds / (tau_c + tau_e))
    dwell = np.empty(2 * cycles)
    dwell[0::2] = rng.exponential(tau_c, cycles)
    dwell[1::2] = rng.exponential(tau_e, cycles)
    jump_times = np.cumsum(dwell)
    assert jump_times[-1] > seconds
    jump_times = jump_times[jump_times < seconds]
    signs = np.where(np.arange(jump_times.size) % 2 == 0, 1.0, -1.0)
    return jump_times, signs


def spectrum_of_record(frequencies, jump_times, signs, seconds):
    """Mean periodogram of one-second windows; frequencies are whole hertz."""
    window = jump_times.astype(int)
    local_time = jump_times - window
    edges = np.searchsorted(jump_times, np.arange(seconds + 1)) % 2
    edge_term = edges[:-1] - edges[1:]
    result = []
    for f in frequencies:
        phase = TWO_PI * f * local_time
        real = np.bincount(window, signs * np.cos(phase), minlength=seconds)
        imag = np.bincount(window, signs * np.sin(phase), minlength=seconds)
        power = np.mean((edge_term + real)**2 + imag**2) / (TWO_PI * f)**2
        result.append(2 * power)
    return np.array(result)


def fit_corner(frequencies, spectrum, start):
    def log_lorentzian(f, log_plateau, log_corner):
        return log_plateau - np.log1p((f / np.exp(log_corner))**2)
    best, _ = curve_fit(log_lorentzian, frequencies, np.log(spectrum),
                        p0=[np.log(spectrum[0]), np.log(start)])
    return np.exp(best)


tau_c, tau_e, delta_i = 10e-3, 1e-3, 10e-9
k_c, k_e = 1 / tau_c, 1 / tau_e
total_rate = k_c + k_e
p_filled = k_c / total_rate
f_corner = corner_formula(tau_c, tau_e)
f_slow = 1 / (TWO_PI * max(tau_c, tau_e))
f_fast = 1 / (TWO_PI * min(tau_c, tau_e))

# Relaxation, spectrum and half-power point from the rate equations.
times, cov = covariance_from_rates(two_state_generator(tau_c, tau_e),
                                   np.array([False, True]))
assert np.allclose(cov, p_filled * (1 - p_filled) * np.exp(-total_rate * times),
                   rtol=0, atol=1e-9)
for f in (0.0, f_slow, f_corner, 5 * f_corner):
    assert np.isclose(spectrum_numeric(f, times, cov),
                      spectrum_formula(f, tau_c, tau_e), rtol=1e-5)
f_half = half_power_frequency(times, cov)
assert np.isclose(f_half, f_corner, rtol=1e-5)
flatness = spectrum_numeric(f_slow, times, cov) / spectrum_numeric(0, times, cov)
assert flatness > 0.98

# The area under the spectrum is the variance.
area = quad(lambda u: f_corner * spectrum_formula(u * f_corner, tau_c, tau_e),
            0, np.inf)[0]
assert np.isclose(area, cov[0], rtol=1e-6)

# Exchanged dwell times, and a slow dwell made ten times longer.
half_other = {}
for pair in ((tau_e, tau_c), (10 * tau_c, tau_e)):
    t_other, c_other = covariance_from_rates(two_state_generator(*pair),
                                             np.array([False, True]))
    half_other[pair] = half_power_frequency(t_other, c_other)
    assert np.isclose(half_other[pair], corner_formula(*pair), rtol=1e-5)
f_swapped = half_other[(tau_e, tau_c)]
f_longer_slow = half_other[(10 * tau_c, tau_e)]
assert np.isclose(f_swapped, f_half, rtol=1e-5)

# Random records: slow dwell fixed at 10 ms, fast dwell varied.
seconds = 2000
table = []
for fast in (10e-3, 1e-3, 0.1e-3):
    expected = corner_formula(tau_c, fast)
    jumps, signs = simulate_record(tau_c, fast, seconds)
    freqs = np.unique(np.round(np.geomspace(expected / 10, 10 * expected, 30)))
    measured = spectrum_of_record(freqs, jumps, signs, seconds)
    plateau, corner = fit_corner(freqs, measured, f_slow)
    assert abs(corner / expected - 1) < 0.04      # sampling error
    assert abs(plateau / spectrum_formula(0, tau_c, fast) - 1) < 0.06
    table.append((fast, expected, corner))
    if fast == tau_e:
        still_filled = jumps.size % 2
        filled_time = still_filled * seconds - np.sum(signs * jumps)
        p_record, f_record = filled_time / seconds, corner
        tail_f = np.round(20 * f_corner) + np.arange(20)
        tail = spectrum_of_record(tail_f, jumps, signs, seconds)
        tail_ratio = np.mean(tail * (TWO_PI * tail_f)**2) * (tau_c + tau_e) / 4
        assert abs(tail_ratio - 1) < 0.05         # sampling error

# Both dwell times recovered from the record's corner and filled fraction.
tau_c_record = 1 / (TWO_PI * f_record * p_record)
tau_e_record = 1 / (TWO_PI * f_record * (1 - p_record))
assert abs(tau_c_record / tau_c - 1) < 0.06
assert abs(tau_e_record / tau_e - 1) < 0.06

# Memory-erasing resets at the summed rate must reproduce both dwell laws.
resets = 400000
reset_times = np.cumsum(rng.exponential(1 / total_rate, resets))
reset_state = rng.random(resets) < p_filled
changes = np.flatnonzero(reset_state[1:] != reset_state[:-1]) + 1
run_lengths = np.diff(reset_times[changes])
run_filled = reset_state[changes[:-1]]
reset_means = []
for state, tau in ((False, tau_c), (True, tau_e)):
    runs = run_lengths[run_filled == state]
    reset_means.append(runs.mean())
    assert abs(runs.mean() / tau - 1) < 0.03
    assert abs(np.mean(runs > tau) - np.exp(-1)) < 0.015

# Counterexample: emission in two equal stages with the same mean total time.
staged = np.array([[-k_c, k_c, 0.0],
                   [0.0, -2 * k_e, 2 * k_e],
                   [2 * k_e, 0.0, -2 * k_e]])
t_staged, c_staged = covariance_from_rates(staged, np.array([False, True, True]))
assert np.isclose(c_staged[0], cov[0], rtol=1e-8)   # same filled fraction
f_staged = half_power_frequency(t_staged, c_staged)
assert abs(f_staged / f_corner - 1) > 0.2

print(f"mean time before capture tau_c: {tau_c*1e3:.1f} ms")
print(f"mean time before emission tau_e: {tau_e*1e3:.1f} ms")
print(f"current step: {delta_i*1e9:.1f} nA")
print(f"capture rate: {k_c:.1f} 1/s")
print(f"emission rate: {k_e:.1f} 1/s")
print(f"summed rate: {total_rate:.1f} 1/s")
print(f"memory time 1/(summed rate): {1e3/total_rate:.4f} ms")
print(f"filled fraction p: {p_filled:.5f} (no unit)")
print(f"corner from summed rate: {f_corner:.2f} Hz")
print(f"half-power point from rate equations: {f_half:.2f} Hz")
print(f"guess from slower dwell alone: {f_slow:.2f} Hz")
print(f"guess from faster dwell alone: {f_fast:.2f} Hz")
print(f"corner / slower-dwell guess: {f_corner/f_slow:.2f} (no unit)")
print(f"S(slower-dwell guess)/S(0): {flatness:.4f} (no unit)")
s_zero = delta_i**2 * spectrum_numeric(0, times, cov)
print(f"plateau S(0): {s_zero:.4e} A^2/Hz")
print(f"current variance: {delta_i**2*cov[0]*1e18:.4f} nA^2")
print(f"mean jumps per second: {2/(tau_c+tau_e):.2f} 1/s")
print(f"simulated tail / predicted tail: {tail_ratio:.3f} (no unit)")
print("slow dwell fixed at tau_c, fast dwell varied:")
for fast, expected, corner in table:
    print(f"  fast {fast*1e3:.1f} ms: formula {expected:.2f} Hz, "
          f"simulated {corner:.2f} Hz")
print(f"slow dwell lengthened to {10*tau_c*1e3:.0f} ms, fast {tau_e*1e3:.0f} ms: "
      f"corner {f_longer_slow:.2f} Hz")
print(f"capture and emission times exchanged: corner {f_swapped:.2f} Hz")
print(f"record: fitted corner {f_record:.2f} Hz")
print(f"record: filled fraction {p_record:.5f} (no unit)")
print(f"record: recovered tau_c {tau_c_record*1e3:.3f} ms")
print(f"record: recovered tau_e {tau_e_record*1e3:.4f} ms")
print(f"reset picture: mean empty dwell {reset_means[0]*1e3:.3f} ms")
print(f"reset picture: mean filled dwell {reset_means[1]*1e3:.4f} ms")
print(f"two-stage emission: half-power point {f_staged:.2f} Hz")
print(f"two-stage / summed-rate formula: {f_staged/f_corner:.3f} (no unit)")
print("checks complete")
```

Printed output:

```
mean time before capture tau_c: 10.0 ms
mean time before emission tau_e: 1.0 ms
current step: 10.0 nA
capture rate: 100.0 1/s
emission rate: 1000.0 1/s
summed rate: 1100.0 1/s
memory time 1/(summed rate): 0.9091 ms
filled fraction p: 0.09091 (no unit)
corner from summed rate: 175.07 Hz
half-power point from rate equations: 175.07 Hz
guess from slower dwell alone: 15.92 Hz
guess from faster dwell alone: 159.15 Hz
corner / slower-dwell guess: 11.00 (no unit)
S(slower-dwell guess)/S(0): 0.9918 (no unit)
plateau S(0): 3.0053e-20 A^2/Hz
current variance: 8.2645 nA^2
mean jumps per second: 181.82 1/s
simulated tail / predicted tail: 0.988 (no unit)
slow dwell fixed at tau_c, fast dwell varied:
  fast 10.0 ms: formula 31.83 Hz, simulated 32.04 Hz
  fast 1.0 ms: formula 175.07 Hz, simulated 175.93 Hz
  fast 0.1 ms: formula 1607.46 Hz, simulated 1611.55 Hz
slow dwell lengthened to 100 ms, fast 1 ms: corner 160.75 Hz
capture and emission times exchanged: corner 175.07 Hz
record: fitted corner 175.93 Hz
record: filled fraction 0.09064 (no unit)
record: recovered tau_c 9.980 ms
record: recovered tau_e 0.9948 ms
reset picture: mean empty dwell 9.942 ms
reset picture: mean filled dwell 1.0018 ms
two-stage emission: half-power point 257.43 Hz
two-stage / summed-rate formula: 1.470 (no unit)
checks complete
```
